# Why PBE silicon at its measured lattice constant is a strained substrate

## Question

I am modelling growth on a Si(001) wafer with the PBE functional. The wafer is thick and unstrained, so I fix the in-plane lattice constant of my slab at the measured value, 0.5431 nm, and let the atoms relax along the surface normal. A colleague objects that my substrate is compressed by roughly 0.7 percent, because our PBE bulk relaxation gives 0.547 nm. But the real wafer has the measured lattice constant and carries no stress. How can using the correct number introduce a strain? And if it does, does it matter for growth stress?

## Answer

Your colleague is right about the compression. Its size depends on the calculation: 0.7 percent is what your bulk result gives, and about what converged all-electron PBE gives, but a different pseudopotential or k-point mesh can shift it by one or two tenths of a percent. The measured length is correct for the wafer, but a length alone does not say whether a crystal is strained. That is decided by the forces, and in your slab the forces come from PBE.

### What "unstrained" means in a calculation

Let $a$ be the in-plane cubic lattice constant and $c$ the one along the normal. The conventional cell has volume $a^2c$ and contains four primitive cells, so the two-atom primitive cell has volume $V=a^2c/4$. I count extension and tensile stress as positive. If the cell is deformed slightly, the work done on it is

$$dE=V\left(\sigma_{xx}\,d\varepsilon_{xx}+\sigma_{yy}\,d\varepsilon_{yy}+\sigma_{zz}\,d\varepsilon_{zz}\right).$$

Changing $a$ strains both in-plane directions by $da/a$, and changing $c$ strains the normal by $dc/c$. With $\sigma_{xx}=\sigma_{yy}=\sigma_\parallel$,

$$dE=V\left(2\sigma_\parallel\frac{da}{a}+\sigma_{zz}\frac{dc}{c}\right),$$

and therefore

$$\sigma_\parallel=\frac{a}{2V}\frac{\partial E}{\partial a},\qquad \sigma_{zz}=\frac{c}{V}\frac{\partial E}{\partial c}.$$

The unstrained crystal is the cubic one, $a=c=a_0$, at which both derivatives vanish. The function $E$ here is the PBE energy, so $a_0$ is the PBE lattice constant. The real wafer is stress-free at $a_{\rm exp}$ because its own free energy is stationary there; the PBE energy is not. The strain you impose is

$$e=\frac{a_{\rm exp}-a_0}{a_0}.$$

With your numbers, $e=0.5431/0.547-1=-0.71\,\%$.

### Finding the zero of stress

I calculated the rest with PBE, GTH pseudopotentials and plane waves up to 20 hartree. The nuclei are static, and the Brillouin zone is sampled by 108 points, 10 after symmetry reduction.

The stress can be obtained from one self-consistent solution. Label the plane waves by fixed integers, so that they deform with the cell, and let $C_j$ be the orbital coefficients. For any strain component $\varepsilon$,

$$\frac{dE}{d\varepsilon}=\left.\frac{\partial E}{\partial\varepsilon}\right|_{C}+\sum_j\frac{\partial E}{\partial C_j}\frac{dC_j}{d\varepsilon},$$

where the sum runs over real and imaginary parts. The orthonormality conditions contain only the coefficients, not the cell, and the converged energy is stationary under all changes that respect them. The sum is therefore zero. It is enough to freeze the coefficients, strain the cell by $\pm0.05\,\%$ and take the energy difference.

For cubic cells this gives the pressure $P=-\sigma$:

- at $a=0.5431$ nm, $P=+1.503$ GPa;
- at $a=0.5470$ nm, $P=-0.449$ GPa.

The zero lies between them. Linear interpolation in $\ln a$ places it at the fraction $1.503/(1.503+0.449)=0.770$ of the interval $\ln(0.5470/0.5431)=0.00716$. Hence

$$a_0=0.5431\ {\rm nm}\times e^{0.770\times0.00716}=0.5461\ {\rm nm},\qquad e=-0.55\,\%.$$

This differs from your $-0.71\,\%$, although both calculations use PBE. With a coarser mesh of 32 points, my own $a_0$ is 0.5468 nm and the strain is $-0.67\,\%$. The finer mesh thus lowered $a_0$ by 0.13 %. Still finer meshes of 256 and 500 points lower it by only another 0.01 to 0.03 %. That would change the strain to between $-0.54\,\%$ and $-0.52\,\%$, reduce both pressures above by 0.03 to 0.08 GPa and weaken the in-plane stress found below by 0.02 to 0.05 GPa. The digits I quote belong to the 108-point mesh. Raising the cutoff to 26 hartree on the coarse mesh moved $a_0$ by only 0.006 %. Your 0.547 nm is therefore not a sign of poor sampling on your side: published all-electron PBE calculations give about 0.547 nm. My converged value lies roughly 0.17 % lower, mainly because of the pseudopotential, so my strains and stresses below are smaller than those of all-electron PBE.

There is a practical lesson in the second pressure. Your value of 0.547 nm, inserted into my calculation, is not stress-free either: it stretches the crystal by $0.5470/0.5461-1=0.16\,\%$. The reference must come from the same functional, pseudopotential, cutoff and equivalent k-point sampling as the slab, not merely from "PBE".

### If all three axes are fixed

Suppose first that bulk silicon, or the frozen bottom layers of a slab, is given the cubic lattice constant $a_{\rm exp}$ in every direction. Since $V\propto a^3$, a small strain changes the volume by $\Delta V/V\approx3e$. The bulk modulus is defined by $B=-V\,dP/dV$, so to first order

$$P=-B\frac{\Delta V}{V}=-3Be.$$

The slope between the two pressures above gives

$$B=\frac{1.503+0.449}{3\times0.00716}\ {\rm GPa}=91\ {\rm GPa}.$$

Then $P=3\times91\times0.0055=1.5$ GPa. This restates the interpolation and is not a second determination, but it shows why a small strain matters: a stiff crystal multiplies it by $3B$, which is 273 GPa.

The energies of the two cells provide a separate comparison. They were converged independently and differ by $-2.76$ meV per primitive cell. The work integral $-\int P\,dV$, with the average of the two end pressures, gives

$$-\frac{1.503-0.449}{2}\ {\rm GPa}\times\frac{0.5470^3-0.5431^3}{4}\ {\rm nm^3}=-2.86\ {\rm meV}.$$

The two agree to 4 %. A two-point average overestimates the magnitude of such an integral when the crystal stiffens under compression, which is the direction of the difference.

### If the normal is free

Your slab is different, because its atoms can move along $z$. Deep inside a thick slab, away from the surface, the condition is $\sigma_{zz}=0$. For a cubic crystal with its axes along $x,y,z$, linear elasticity gives

$$\sigma_\parallel=C_{11}e+C_{12}e+C_{12}e_{zz},$$

$$\sigma_{zz}=C_{12}e+C_{12}e+C_{11}e_{zz}.$$

Setting the second stress to zero yields

$$e_{zz}=-\frac{2C_{12}}{C_{11}}e.$$

Inserting this in the first gives

$$\sigma_\parallel=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e\equiv Me.$$

The signs have a direct meaning. With $e<0$ the normal expands, and the in-plane stress remains compressive. Relaxing the atoms along $z$ removes the normal stress but cannot remove the in-plane one, because the fixed cell edges supply it.

To obtain the elastic constants, I stretched the cubic cell at 0.5470 nm by 0.5 % along $z$. Dividing the changes of $\sigma_{zz}$ and $\sigma_\parallel$ by 0.005 gave $C_{11}=151$ GPa and $C_{12}=53.3$ GPa. These belong to a slightly stretched, and hence softer, crystal; at $a_0$ itself both are about 3 GPa larger, which raises the modulus $M$ below by 1 to 2 %. The atoms need no internal relaxation under this strain: each lies on a fourfold rotation–reflection axis, which permits no force. The prediction is then

$$M=151+53.3-\frac{2\times53.3^2}{151}=167\ {\rm GPa},$$

$$e_{zz}=-2\times\frac{53.3}{151}\times(-0.549\,\%)=+0.39\,\%,$$

$$\sigma_\parallel=167\ {\rm GPa}\times(-0.00549)=-0.92\ {\rm GPa}.$$

I also fixed $a=a_{\rm exp}$ in the PBE calculation and adjusted $c$ until $\sigma_{zz}$ vanished, without using the linear formula for the final stress. The result is $c=0.5482$ nm, a normal strain of $+0.39\,\%$ and $\sigma_\parallel=-0.93$ GPa. The linear description is therefore adequate for this strain, within about 2 % in the stress.

The two constraints also store different energies. Under hydrostatic strain, each of the three normal stresses equals $3Be$ and does work $\tfrac12(3Be)e$ per volume, which adds up to $\tfrac92Be^2$. With the normal free, only the two in-plane stresses do work, giving $2\times\tfrac12(Me)e=Me^2$. The ratio is $4.5B/M$. Both moduli must describe the same state of the crystal, so I take $B=(C_{11}+2C_{12})/3=86$ GPa from the elastic constants that gave $M$; the 91 GPa above belongs to a more compressed crystal. In this linear estimate the ratio is $4.5\times86/167=2.3$; elastic constants taken at $a_0$ bring it closer to 2.4. If you freeze the bottom layers at cubic $a_{\rm exp}$ spacing and let the upper ones relax, the slab contains both states. With my settings, the frozen part has 1.5 GPa of pressure, while the relaxed interior has 0.93 GPa of in-plane compression.

### What it does to a growth-stress calculation

The clearest case is silicon grown on silicon. Film and substrate are the same material, so there is no misfit and the bulk contribution to the growth stress should be zero. If the substrate is held at $a_{\rm exp}$, every added layer instead inherits $-0.93$ GPa with my settings; your strain of $-0.71\,\%$ would give about $-1.2$ GPa. I continue with my value. A film 10 nm thick carries the force per width

$$-0.93\ {\rm GPa}\times10\ {\rm nm}=-9.3\ {\rm N/m},$$

since $1\ {\rm GPa}\times1\ {\rm nm}=1$ N/m. The force grows in proportion to the thickness and would look like a steady compressive growth stress. Surface stress is a separate contribution, which I have left out; it does not accumulate with thickness in this way.

For a different film, let $a_f$ be its relaxed PBE lattice constant. The consistent misfit strain is $f=a_0/a_f-1$. If the substrate is held at $a_{\rm exp}$, the film receives

$$f'=\frac{a_{\rm exp}}{a_f}-1=\frac{a_{\rm exp}}{a_0}\frac{a_0}{a_f}-1=(1+e)(1+f)-1=e+f+ef.$$

Take a film with $f=-1\,\%$. Then $f'=0.9945\times0.99-1=-1.54\,\%$. In linear elasticity with an unchanged film modulus, the elastic energy is proportional to the square of the misfit, so it is too large by the factor $1.54^2=2.4$. For a film with $f=+1\,\%$, the same error acts the other way: $f'=0.99451\times1.01-1=+0.45\,\%$, and the energy falls to $0.45^2=0.20$ of its consistent value. The false strain thus raises the elastic energy of compressed films. It lowers that of stretched films only if $f$ exceeds about $|e|/2=0.27\,\%$; for a smaller positive $f$, the film is pushed so far into compression that its energy rises too.

### It also changes the electronic structure

Unstrained silicon has six equivalent conduction valleys, two along each cubic axis. Hydrostatic compression keeps them equivalent because the crystal stays cubic. Your slab interior is not cubic. With my settings, its normal strain exceeds its in-plane strain by $0.39\,\%-(-0.55\,\%)=0.94\,\%$.

I compared the lowest conduction levels at 85 % of the way from $\Gamma$ to $X$, along $z$ and along $x$. In the clamped cell the level along $z$ is 83 meV higher; in a cubic cell the difference vanishes. These are Kohn–Sham levels at a fixed fractional position, not at separately located minima, so the number is an estimate of the valley splitting.

At 300 K, $kT=25.9$ meV. For a low electron density and equal densities of states in the valleys, the occupation of a $z$ valley relative to an in-plane one is $e^{-83/25.9}=0.04$. The two $z$ valleys together then hold the fraction

$$\frac{2\times0.04}{4+2\times0.04}=0.02$$

of the electrons, instead of one third. A transport calculation based on this "unstrained" substrate would describe strained silicon.

### The sign belongs to the functional

If the compression were a property of the wafer, another functional would show it too. With LDA and its matching pseudopotential, on the 32-point mesh, I find $a_0=0.5387$ nm. The same measured lattice constant then imposes

$$e=\frac{0.5431}{0.5387}-1=+0.82\,\%,$$

which is tension. A finer mesh lowers this $a_0$ by about 0.15 %, which brings the strain closer to $+1.0\,\%$ and leaves its sign unchanged. The size again depends on the pseudopotential: all-electron LDA gives about 0.540 nm, a smaller strain of the same sign. One wafer cannot be both compressed and stretched. The strain measures the mismatch between the measured length and the chosen energy function.

### How this compares with a real wafer

The real crystal also vibrates, whereas my $a_0$ is for static nuclei. Let $E_{\rm vib}$ be the vibrational energy per atom, $V_{\rm at}=a_0^3/8$ the volume per atom and $\gamma$ the Grüneisen parameter. The vibrations exert a pressure $\gamma E_{\rm vib}/V_{\rm at}$, and the lattice expands until its elastic pressure balances this:

$$3B\frac{\Delta a}{a_0}=\frac{\gamma E_{\rm vib}}{V_{\rm at}}.$$

A Debye model with a rough Debye temperature of 640 K and $\gamma=1$ gives 0.18 % from zero-point motion and another 0.09 % from heating to 300 K. The thermal part is too large, because some vibrations of silicon have negative $\gamma$: the measured expansion from 0 to 300 K is at most about 0.03 %. Both contributions expand the PBE lattice, so including them, with the measured thermal part, would change the mismatch from $-0.55\,\%$ to roughly $-0.75\,\%$. They do not rescue the measured value as a PBE reference. The stiffness is less of a concern: the measured in-plane modulus of Si(001) is roughly 180 GPa, so my 167 GPa is somewhat low, and the false stress would still be about 1 GPa.

### What to do instead

Relax bulk silicon with the settings you will use for the slab, and set the in-plane lattice constant to the resulting $a_0$. If the wafer you want to model really has an in-plane strain $\eta$, use $a_0(1+\eta)$. This carries over the measured strain rather than the measured length.

For a foreign film, this choice makes the substrate stress-free, but it does not guarantee the measured misfit. Write the PBE lattice constants of substrate and film as the measured ones times $1+\delta_s$ and $1+\delta_f$. With $f_{\rm exp}$ the measured misfit,

$$1+f=(1+f_{\rm exp})\frac{1+\delta_s}{1+\delta_f}\quad\Rightarrow\quad f\approx f_{\rm exp}+\delta_s-\delta_f$$

to first order in small quantities. If PBE overestimates both lattices, the errors partly cancel. With the substrate at its measured value, $\delta_s$ is absent and the misfit error is $-\delta_f$. That can happen to be smaller, namely when $|\delta_f|<|\delta_s-\delta_f|$, but the substrate is then stressed. If the film's exact misfit is what matters, strain the film alone to $a_f(1+f_{\rm exp})$ in a separate bulk calculation.

There are good reasons to calculate at a measured lattice constant, for example to evaluate a property at the measured volume. The result should then be described as PBE silicon under stress, with the stress stated. It should not serve as the zero from which growth stress is counted.
